**Centred vapour-pressure fit and ampoule extrapolation**

The program fits y = ln(p/Torr) = a + b(x − xc), where x = 1/T, xc is the weighted mean of x, and each weight w is the inverse variance of y. With W = Σw and S = Σw(x − xc)², the variance at ampoule coordinate x* is 1/W + (x* − xc)²/S. It asserts agreement with an uncentred matrix solution and tests the covariance at several reference points. Simulated pressure readings test the iterated algorithm, its interval coverage, the Student interval and the ampoule-temperature term. Further assertions compare the heat-capacity term with quadrature, and the curvature and systematic-error estimates with direct refits. For simulated readings from 335 to 375 K, the output predicts 0.1236 Torr at 320 K with a standard error of 0.0138 in ln p. Dropping the intercept–slope covariance inflates that error to 0.168. An assumed heat-capacity change of −100 J/(mol K) would bias the straight-line pressure by +6.6%, more than the half-width of the fit-only 95% interval.

## Check in Python

```python
"""Centred weighted vapour-pressure fit and its extrapolation.

Result under test: for x=1/T, y=ln(p/Torr), weights w=1/s^2,
W=sum(w), xc=sum(w*x)/W and S=sum(w*(x-xc)^2), the fit
y=a+b*(x-xc) has var(a)=1/W, var(b)=1/S, cov(a,b)=0, and
var(y_star)=1/W+(x_star-xc)^2/S at the ampoule temperature.
T is in K, p in Torr, b in K; s is the standard error of ln(p).
The example readings are simulated, with chosen deviations.
"""
import numpy as np
from scipy.constants import R, torr
from scipy.integrate import quad
from scipy.stats import norm, t as student, chi2, ncx2

# Round model parameters and assumed uncertainties
enthalpy = 65000.0       # J/mol
T_ref, p_ref = 350.0, 1.0
T = np.arange(335.0, 376.0, 5.0)
T_amp, u_amp = 320.0, 0.5
gauge_rel, gauge_abs = 0.01, 0.005
deviations = np.array([0.6, -1.1, 0.3, 1.2, -0.7, -0.4, 0.9, -1.0, 0.2])
x, x_amp = 1 / T, 1 / T_amp
B_true = enthalpy / R
n = len(T)


def true_pressure(temp):
    return p_ref * np.exp(-B_true * (1 / temp - 1 / T_ref))


def log_error(p):
    return np.sqrt(gauge_rel**2 + (gauge_abs / p)**2)


def centred_fit(x, y, w):
    W = w.sum(axis=-1)
    xc = (w * x).sum(axis=-1) / W
    d = x - np.expand_dims(xc, -1)
    S = (w * d**2).sum(axis=-1)
    a = (w * y).sum(axis=-1) / W
    b = (w * d * y).sum(axis=-1) / S
    return a, b, xc, W, S


def fitted_line(fit, x):
    a, b, xc = [np.expand_dims(v, -1) for v in fit[:3]]
    return a + b * (x - xc)


def iterated_fit(x, p, rounds=10):
    y = np.log(p)
    w = np.ones_like(y)
    for _ in range(rounds):
        fit = centred_fit(x, y, w)
        w = 1 / log_error(np.exp(fitted_line(fit, x)))**2
    return centred_fit(x, y, w), w


def predict(fit, x_new):
    a, b, xc, W, S = fit
    return a + b * (x_new - xc), np.sqrt(1 / W + (x_new - xc)**2 / S)


p_model = true_pressure(T)
p_read = np.round(p_model * (1 + deviations * log_error(p_model)), 3)
y = np.log(p_read)
fit, w = iterated_fit(x, p_read)
a, b, xc, W, S = fit
y_amp, u_fit = predict(fit, x_amp)
more_fit, _ = iterated_fit(x, p_read, rounds=20)
assert abs(predict(more_fit, x_amp)[0] - y_amp) < 1e-10

# Uncentred matrix solution, with 1000/T as its variable
root_w = np.sqrt(w)
design = np.column_stack((np.ones(n), 1000 * x))
white = design * root_w[:, None]
coef = np.linalg.lstsq(white, y * root_w, rcond=None)[0]
cov = np.linalg.inv(white.T @ white)
point = np.array([1, 1000 * x_amp])
assert np.isclose(point @ coef, y_amp, rtol=1e-8)
assert np.isclose(np.sqrt(point @ cov @ point), u_fit, rtol=1e-6)
assert np.isclose(1000 * coef[1], b, rtol=1e-8)
corr_zero = cov[0, 1] / np.sqrt(cov[0, 0] * cov[1, 1])
assert np.isclose(corr_zero, -xc / np.sqrt(xc**2 + S / W), rtol=1e-8)
u_no_cov = np.sqrt(cov[0, 0] + point[1]**2 * cov[1, 1])
assert u_no_cov > 3 * u_fit

# Covariance for several choices of reference point
for xr in (xc, 1 / 340, 1 / 370, x_amp):
    M = np.column_stack((np.ones(n), 1000 * (x - xr))) * root_w[:, None]
    C = np.linalg.inv(M.T @ M)
    found = C[0, 1] / np.sqrt(C[0, 0] * C[1, 1])
    expected = (xr - xc) / S / np.sqrt((1 / W + (xr - xc)**2 / S) / S)
    assert abs(found - expected) < 1e-7

# Whole algorithm on simulated readings with normal pressure errors
rng = np.random.default_rng(2718)
trials = 20000
s_model = log_error(p_model)
p_mc = p_model * (1 + s_model * rng.standard_normal((trials, n)))
mc_fit, mc_w = iterated_fit(x, p_mc)
mc_y, mc_u = predict(mc_fit, x_amp)
ideal_fit = centred_fit(x, np.log(p_model), 1 / s_model**2)
ideal_u = predict(ideal_fit, x_amp)[1]
true_y = np.log(true_pressure(T_amp))
mc_std = mc_y.std(ddof=1)
assert abs(mc_std / ideal_u - 1) < 0.03
a_fixed = mc_fit[0] + mc_fit[1] * (ideal_fit[2] - mc_fit[2])
mc_corr = np.corrcoef(a_fixed, mc_fit[1])[0, 1]
assert abs(mc_corr) < 0.03
assert abs(a_fixed.std() * np.sqrt(ideal_fit[3]) - 1) < 0.03
assert abs(mc_fit[1].std() * np.sqrt(ideal_fit[4]) - 1) < 0.03
z95 = norm.ppf(0.975)
coverage = np.mean(abs(mc_y - true_y) < z95 * mc_u)
assert abs(coverage - 0.95) < 0.01

# Weights taken directly from noisy readings bias the prediction
raw_fit = centred_fit(x, np.log(p_mc), 1 / log_error(p_mc)**2)
weight_shift = predict(raw_fit, x_amp)[0] - mc_y
weight_bias = weight_shift.mean()
assert weight_bias > 5 * weight_shift.std() / np.sqrt(trials)

# Unknown common error scale: Student interval against normal interval
mc_res = np.log(p_mc) - fitted_line(mc_fit, x)
mc_scale = np.sqrt((mc_w * mc_res**2).sum(axis=1) / (n - 2))
t95 = student.ppf(0.975, n - 2)
cover_t = np.mean(abs(mc_y - true_y) < t95 * mc_scale * mc_u)
cover_z = np.mean(abs(mc_y - true_y) < z95 * mc_scale * mc_u)
assert abs(cover_t - 0.95) < 0.01
assert cover_z < 0.93

# Independent error in the actual ampoule temperature
T_actual = T_amp + u_amp * rng.standard_normal(trials)
error_with_T = mc_y - np.log(true_pressure(T_actual))
expected_T = np.hypot(ideal_u, B_true * u_amp / T_amp**2)
assert abs(error_with_T.std() / expected_T - 1) < 0.03
u_temperature = abs(b) * u_amp / T_amp**2
u_total = np.hypot(u_fit, u_temperature)

# Linear response of the prediction to each reading
lever = w * (1 / W + (x_amp - xc) * (x - xc) / S)
assert np.isclose(lever @ y, y_amp, atol=1e-10)
u_thermo = 0.1
T_noisy = T + u_thermo * rng.standard_normal((trials, n))
y_noisy = np.log(true_pressure(T_noisy))
y_noisy += rng.standard_normal((trials, n)) / root_w
thermo_part = np.sqrt(np.sum((lever * b * u_thermo / T**2)**2))
assert abs((y_noisy @ lever).std() / np.hypot(u_fit, thermo_part) - 1) < 0.03

# Heat-capacity curvature and the line's extrapolation bias
delta_cp = -100.0       # rough assumed value, J/(mol K)
Tc = 1 / xc


def curvature(temp):
    return delta_cp / R * (np.log(temp / Tc) + Tc / temp - 1)


integral = quad(lambda q: delta_cp * (q - Tc) / (R * q**2), Tc, T_amp)[0]
assert np.isclose(integral, curvature(T_amp), rtol=1e-8)
curve_fit = centred_fit(x, curvature(T), w)
curve_bias = predict(curve_fit, x_amp)[0] - curvature(T_amp)
m2 = S / W
m3 = np.sum(w * (x - xc)**3) / W
dx = x_amp - xc
quadratic = delta_cp / (2 * R * xc**2)
curve_estimate = quadratic * (m2 + dx * m3 / m2 - dx**2)
assert abs(curve_estimate / curve_bias - 1) < 0.15
curve_res = curvature(T) - fitted_line(curve_fit, x)
noncentral = np.sum(w * curve_res**2)
power = ncx2.sf(chi2.ppf(0.95, n - 2), n - 2, noncentral)
assert power < 0.5

# Common systematic errors by direct refit
zero_offset, thermo_offset = 0.010, 0.2
offset_fit = centred_fit(x, np.log(p_read + zero_offset), w)
offset_shift = predict(offset_fit, x_amp)[0] - y_amp
assert np.isclose(offset_shift, lever @ (zero_offset / p_read), rtol=0.05)
shifted_fit = centred_fit(1 / (T + thermo_offset), y, w)
thermo_shift = predict(shifted_fit, x_amp)[0] - y_amp
assert np.isclose(thermo_shift, lever @ (b * thermo_offset / T**2), rtol=0.05)
scale_fit = centred_fit(x, np.log(1.01 * p_read), w)
scale_shift = predict(scale_fit, x_amp)[0] - y_amp
assert np.isclose(scale_shift, np.log(1.01), rtol=1e-8)
virial = -5e-3          # rough assumed value, m^3/mol
nonideal = virial * p_read[-1] * torr / (R * T[-1])
chi_square = np.sum(w * (y - fitted_line(fit, x))**2)
p_amp = np.exp(y_amp)


def percent(log_shift):
    return 100 * np.expm1(log_shift)


print(f"Model: {enthalpy/1000:.1f} kJ/mol; {p_ref:.1f} Torr at {T_ref:.0f} K")
print(f"Gauge: relative {100*gauge_rel:.1f} %, absolute {gauge_abs:.3f} Torr")
print("T (K), p (Torr), chosen deviation (sigma), s(ln p), lever")
for row in zip(T, p_read, deviations, 1 / root_w, lever):
    print("{:.0f}  {:.3f}  {:+.1f}  {:.5f}  {:+.4f}".format(*row))
print(f"Weighted centre xc: {xc:.8f} 1/K; Tc: {Tc:.3f} K")
print(f"W: {W:.2f}; S: {S:.6e} 1/K^2")
print(f"a: {a:.6f} +/- {1/np.sqrt(W):.6f}")
print(f"b: {b:.2f} +/- {1/np.sqrt(S):.2f} K")
print(f"Enthalpy: {-R*b/1000:.3f} +/- {R/np.sqrt(S)/1000:.3f} kJ/mol")
print(f"Chi-square: {chi_square:.3f}; degrees of freedom: {n-2}")
print(f"Ampoule: {T_amp:.1f} K; x*: {x_amp:.8f} 1/K; x*-xc: {dx:.6e} 1/K")
print(f"ln(p*/Torr): {y_amp:.6f}; u from fit: {u_fit:.6f}")
print(f"Intercept part: {1/np.sqrt(W):.6f}; slope part: {dx/np.sqrt(S):.6f}")
print(f"p*: {p_amp:.5f} Torr = {p_amp*torr:.3f} Pa")
print(f"Model p*: {np.exp(true_y):.5f} Torr")
low, high = p_amp * np.exp(np.array([-1, 1]) * z95 * u_fit)
print(f"95% interval, fit only: {low:.5f} to {high:.5f} Torr")
print(f"Ampoule temperature uncertainty: {u_amp:.2f} K")
print(f"u(ln p*): temperature {u_temperature:.6f}; total {u_total:.6f}")
low, high = p_amp * np.exp(np.array([-1, 1]) * z95 * u_total)
print(f"95% interval, with temperature: {low:.5f} to {high:.5f} Torr")
print(f"Intercept at 1/T=0: {coef[0]:.5f} +/- {np.sqrt(cov[0,0]):.5f}")
print(f"Its correlation with slope: {corr_zero:.7f}")
print(f"u(ln p*) if covariance dropped: {u_no_cov:.6f}")
print(f"Simulation: {trials} trials; centred correlation {mc_corr:+.4f}")
print(f"Simulated u(ln p*): {mc_std:.6f}; formula: {ideal_u:.6f}")
print(f"Coverage, known errors: {100*coverage:.2f} %")
print(f"Coverage, unknown scale: t {100*cover_t:.2f} %, normal {100*cover_z:.2f} %")
print(f"95% factors: normal {z95:.4f}, Student t {t95:.4f}")
print(f"Reading-based weight bias in ln p*: {weight_bias:+.6f}")
print(f"Assumed Delta Cp: {delta_cp:.0f} J/(mol K)")
print(f"Curvature bias in ln p*: {curve_bias:+.5f}; estimate {curve_estimate:+.5f}")
print(f"Curvature bias in p*: {percent(curve_bias):+.2f} %")
print(f"p* corrected for assumed curvature: {p_amp*np.exp(-curve_bias):.5f} Torr")
print(f"Chance that 5% chi-square test detects it: {100*power:.1f} %")
print(f"Zero or gas offset {zero_offset:.3f} Torr: {percent(offset_shift):+.2f} % in p*")
print(f"Thermometer reads {thermo_offset:.1f} K high: {percent(thermo_shift):+.2f} % in p*")
print(f"Thermometer noise {u_thermo:.1f} K: {thermo_part:.6f} in u(ln p*)")
print(f"Gauge reads 1% high: {percent(scale_shift):+.2f} % in p*")
cooling = b * (1 / (T_amp - 1) - 1 / T_amp)
print(f"Surface cooled by 1 K: {percent(cooling):+.2f} % in p*")
print(f"Assumed second virial coefficient: {virial:.4f} m^3/mol")
print(f"Vapour Z-1 at hottest reading: {100*nonideal:+.3f} %")
print("success")
```

It prints:

```
Model: 65.0 kJ/mol; 1.0 Torr at 350 K
Gauge: relative 1.0 %, absolute 0.005 Torr
T (K), p (Torr), chosen deviation (sigma), s(ln p), lever
335  0.372  +0.6  0.01686  +0.4053
340  0.511  -1.1  0.01388  +0.4767
345  0.726  +0.3  0.01215  +0.4693
350  1.013  +1.2  0.01118  +0.3789
355  1.359  -0.7  0.01065  +0.2297
360  1.852  -0.4  0.01036  +0.0494
365  2.527  +0.9  0.01020  -0.1430
370  3.311  -1.0  0.01011  -0.3373
375  4.442  +0.2  0.01006  -0.5291
Weighted centre xc: 0.00279439 1/K; Tc: 357.859 K
W: 70902.11; S: 6.238245e-04 1/K^2
a: 0.490438 +/- 0.003756
b: -7807.50 +/- 40.04 K
Enthalpy: 64.915 +/- 0.333 kJ/mol
Chi-square: 5.426; degrees of freedom: 7
Ampoule: 320.0 K; x*: 0.00312500 1/K; x*-xc: 3.306057e-04 1/K
ln(p*/Torr): -2.090765; u from fit: 0.013759
Intercept part: 0.003756; slope part: 0.013237
p*: 0.12359 Torr = 16.478 Pa
Model p*: 0.12319 Torr
95% interval, fit only: 0.12030 to 0.12697 Torr
Ampoule temperature uncertainty: 0.50 K
u(ln p*): temperature 0.038123; total 0.040530
95% interval, with temperature: 0.11415 to 0.13381 Torr
Intercept at 1/T=0: 22.30767 +/- 0.11194
Its correlation with slope: -0.9994371
u(ln p*) if covariance dropped: 0.167887
Simulation: 20000 trials; centred correlation -0.0076
Simulated u(ln p*): 0.013643; formula: 0.013766
Coverage, known errors: 95.22 %
Coverage, unknown scale: t 95.02 %, normal 91.13 %
95% factors: normal 1.9600, Student t 2.3646
Reading-based weight bias in ln p*: +0.000229
Assumed Delta Cp: -100 J/(mol K)
Curvature bias in ln p*: +0.06394; estimate +0.06891
Curvature bias in p*: +6.60 %
p* corrected for assumed curvature: 0.11594 Torr
Chance that 5% chi-square test detects it: 19.3 %
Zero or gas offset 0.010 Torr: +2.97 % in p*
Thermometer reads 0.2 K high: -1.50 % in p*
Thermometer noise 0.1 K: 0.006984 in u(ln p*)
Gauge reads 1% high: +1.00 % in p*
Surface cooled by 1 K: -7.36 % in p*
Assumed second virial coefficient: -0.0050 m^3/mol
Vapour Z-1 at hottest reading: -0.095 %
success
```
